\section*{Exact Products of Psinc Orbitals and Fourier Filtering of the Potential}

\section{Which grid should carry the density?}

A calculation with orbitals stored on a uniform grid must settle where to form the density and apply the potential. Using the orbital grid saves memory. Halving the spacing costs eight times as many points in three dimensions. For psinc orbitals the choice can be made by counting Fourier components: the orbital grid is sufficient for overlaps, but in general not for densities or potential matrix elements. Half the spacing is sufficient for every product of two orbitals. It is also sufficient for the potential matrix, under a condition on the potential found below.

The derivation is done in one dimension, where each factor is visible, and then extended to three. Atomic units are used.

\section{The psinc basis}

Let a periodic cell have length $L$ and an odd number $N=2J+1$ of grid points,
\begin{equation}
x_k=kh,\qquad h=L/N,\qquad k=0,\ldots,N-1 .
\end{equation}
With $G=2\pi/L$, the psinc function centred on $x_k$ is
\begin{equation}
D_k(x)=\frac1N\sum_{p=-J}^{J}e^{iGp(x-x_k)} .
\label{psinc}
\end{equation}
Odd $N$ pairs every frequency $p$ with $-p$, so $D_k$ is real. We call the integer $p$ a frequency; the wave number is $Gp$.

To sum the series, put $\theta=G(x-x_k)$ and multiply by $e^{i\theta/2}-e^{-i\theta/2}$. Neighbouring terms cancel and the two ends remain:
\begin{equation}
\left(e^{i\theta/2}-e^{-i\theta/2}\right)\sum_{p=-J}^{J}e^{ip\theta}
=e^{i(J+1/2)\theta}-e^{-i(J+1/2)\theta}.
\end{equation}
Since $J+\tfrac12=N/2$ and $\theta=2\pi u/N$ with $u=(x-x_k)/h$,
\begin{equation}
D_k(x)=\frac{\sin \pi u}{N\sin(\pi u/N)} .
\label{closed}
\end{equation}
At another grid point $u$ is a nonzero integer and the numerator vanishes, while the denominator does not. At $x=x_k$ the sum in \eqref{psinc} is $N/N=1$. Hence $D_k(x_l)=\delta_{kl}$, and in
\begin{equation}
\varphi(x)=\sum_k a_kD_k(x),\qquad \psi(x)=\sum_k b_kD_k(x)
\end{equation}
the coefficients are the grid values, $a_k=\varphi(x_k)$ and $b_k=\psi(x_k)$.

If $N$ grows at fixed $h$ and $u$, then $N\sin(\pi u/N)=\pi u[1-(\pi u/N)^2/6+\cdots]$, so
\begin{equation}
D_k(x)=\frac{\sin\pi u}{\pi u}\left[1+\frac{\pi^2u^2}{6N^2}+\cdots\right].
\end{equation}
The psinc function is thus the periodic counterpart of the sinc function.

\section{What a uniform sum can distinguish}

On $M$ equally spaced points, a geometric sum gives
\begin{equation}
\frac1M\sum_{j=0}^{M-1}e^{2\pi imj/M}=
\begin{cases}1,& m\equiv0 \pmod M,\\0,&\text{otherwise.}\end{cases}
\label{alias}
\end{equation}
Two frequencies that differ by a multiple of $M$ have the same values on the grid; each is an alias of the other. The integral of $e^{iGmx}$ over the cell is $L\delta_{m0}$. A uniform sum with weight $L/M$ therefore equals the integral if the integrand contains no frequency that is a nonzero multiple of $M$.

In $\varphi^*\psi$ the frequencies are differences of two numbers between $-J$ and $J$. Their magnitude is at most $2J=N-1$, which is less than $N$. The orbital grid therefore gives the overlap without error:
\begin{equation}
\int_0^L\varphi^*\psi\,dx=h\sum_k a_k^*b_k,
\qquad \int_0^LD_kD_l\,dx=h\delta_{kl}.
\label{overlap}
\end{equation}
This concerns one number, the zero-frequency part of the product. It does not imply that the grid determines the product as a function.

\section{The product at half the spacing}

Write $f(x)=\varphi^*(x)\psi(x)$. If $\hat\varphi_p$ and $\hat\psi_p$ are the Fourier coefficients of the orbitals,
\begin{equation}
f(x)=\sum_{p,p'=-J}^{J}\hat\varphi_p^*\hat\psi_{p'}e^{iG(p'-p)x}
=\sum_{q=-2J}^{2J}\hat f_q e^{iGqx}.
\end{equation}
Take the $2N$ points $y_j=jh/2$. For $|q|\le2J$, \eqref{alias} with $M=2N$ gives
\begin{equation}
\frac1{2N}\sum_{j=0}^{2N-1}f(y_j)e^{-iGqy_j}
=\sum_{q'\equiv q\ (2N)}\hat f_{q'}=\hat f_q .
\label{coeff}
\end{equation}
The last step holds because $|q'-q|\le4J=2N-2<2N$, so no two frequencies of $f$ are aliases. Putting \eqref{coeff} back into the Fourier series yields
\begin{equation}
f(x)=\sum_{j=0}^{2N-1}f(y_j)B_j(x),\qquad
B_j(x)=\frac1{2N}\sum_{q=-2J}^{2J}e^{iGq(x-y_j)} .
\label{product}
\end{equation}
This is the exact representation: the samples at half the spacing fix the product at every $x$.

The product has $4J+1=2N-1$ frequencies, one fewer than the number of points. The unused one is $q=N$, for which $e^{-iGNy_j}=(-1)^j$. Since $f$ contains neither $N$ nor its alias $-N$,
\begin{equation}
\sum_{j=0}^{2N-1}(-1)^jf(y_j)=0 .
\label{alternating}
\end{equation}
For the same reason $B_j(y_i)=\delta_{ij}-(-1)^{i-j}/(2N)$, the second term being the missing frequency. The functions $B_j$ reproduce samples that obey \eqref{alternating}, but not arbitrary data on $2N$ points.

If the product is instead sampled on the orbital grid and interpolated with $D_k$, the coefficient obtained at $|p|\le J$ is
\begin{equation}
\hat f_p+\hat f_{p+N}+\hat f_{p-N},
\label{coarsealias}
\end{equation}
where coefficients beyond $2J$ are zero. The result equals $f$ only if $\hat f_q=0$ for all $|q|>J$. This happens, for instance, when both orbitals contain only $|p|\le J/2$. For general orbitals the high frequencies are folded onto low ones.

A uniform grid that separates all $2N-1$ frequencies needs at least $2N-1$ points. If it must also contain the orbital grid, its number of points is a multiple of $N$, and for $N>1$ the smallest suitable choice is $2N$. In wave numbers, the orbitals reach $GJ=(\pi/h)(1-1/N)$ and their product reaches twice this, just below the limit $\pi/(h/2)$ of the finer grid.

\section{Interpolation by zero-padding}

The orbitals must first be evaluated at the points $y_j$. Define the transform and its inverse by
\begin{equation}
(F_Mg)_m=\sum_{j=0}^{M-1}g_je^{-2\pi imj/M},\quad
(F_M^{-1}s)_j=\frac1M\sum_m s_me^{2\pi imj/M},
\end{equation}
with frequencies understood modulo $M$. Let $Z$ copy the $N$ entries with $|p|\le J$ into a vector of length $2N$ and set the others to zero. Since $\hat\varphi_p=(F_Na)_p/N$,
\begin{align}
\varphi(y_j)&=\sum_{p=-J}^{J}\hat\varphi_pe^{2\pi ipj/(2N)}
=\frac1N\sum_{p=-J}^{J}(F_Na)_pe^{2\pi ipj/(2N)}\nonumber\\
&=\frac{2N}{N}\left(F_{2N}^{-1}ZF_Na\right)_j .
\end{align}
The interpolation operator is therefore
\begin{equation}
P=2F_{2N}^{-1}ZF_N,\qquad P_{jk}=D_k(y_j).
\label{P}
\end{equation}
The factor 2 compensates for the $1/(2N)$ in the longer inverse transform. At even points, $y_{2l}=x_l$, so $P_{2l,k}=\delta_{lk}$ and the stored values return unchanged.

\section{The adjoint is a Fourier filter}

Each grid has its own integration weight. The adjoint $R$ of $P$ is defined by equality of the weighted inner products,
\begin{equation}
\frac h2\sum_jg_j^*(Pa)_j=h\sum_k(Rg)_k^*a_k
\quad\text{for all }g,a .
\end{equation}
Comparing the two sides gives $R=P^\dagger/2$. The transforms satisfy $F_M^\dagger=MF_M^{-1}$ and $(F_M^{-1})^\dagger=F_M/M$. Reversing the order of the factors in \eqref{P},
\begin{align}
P^\dagger&=2F_N^\dagger Z^T(F_{2N}^{-1})^\dagger
=2\,(NF_N^{-1})\,Z^T\,\frac{F_{2N}}{2N}
=F_N^{-1}Z^TF_{2N},\nonumber\\
R&=\tfrac12F_N^{-1}Z^TF_{2N}.
\label{R}
\end{align}
Thus $R$ transforms the fine data, keeps $|p|\le J$, discards the rest and returns to the orbital grid. Because $Z^TZ=I$,
\begin{equation}
RP=F_N^{-1}Z^TZF_N=I,\qquad P^\dagger P=2I,\qquad
PR=F_{2N}^{-1}ZZ^TF_{2N}.
\end{equation}
The matrix $ZZ^T$ is diagonal with entries 1 for kept frequencies and 0 for discarded ones. Hence $(PR)^2=PR$. Also $PR=PP^\dagger/2$ is Hermitian, so it is an orthogonal projector onto interpolated orbitals.

Picking the even points also undoes interpolation, but it is a different operation. On those points $p$ and $p\pm N$ coincide, so picking adds the high-frequency coefficients to the low ones, whereas $R$ removes them.

In three dimensions $P$ is the tensor product of three one-dimensional operators. The weights are $h^3$ and $(h/2)^3$ for a cubic grid, so $R=P^\dagger/8$. The frequency count applies to each coordinate separately, and the product theorem carries over.

\section{The potential term}

Let the local potential be $V(x)=\sum_q\hat V_qe^{iGqx}$, and suppose first that $\hat V_q=0$ for $|q|>N$. The integrand $D_kVD_l$ then has frequencies of magnitude at most $N+2J=2N-1$. None is a nonzero multiple of $2N$, so the fine sum equals the integral:
\begin{align}
V_{kl}&=\int_0^LD_kVD_l\,dx
=\frac h2\sum_jP_{jk}V(y_j)P_{jl}\nonumber\\
&=h\,(RVP)_{kl}.
\label{V}
\end{align}
The last line uses $R_{kj}=P_{jk}/2$, valid because $P$ is real; $V$ inside $RVP$ is the diagonal matrix of fine-grid values. Read from right to left, the operator interpolates the orbital, multiplies by the potential and filters.

This works even though $V\psi$ may not fit on the fine grid. Its frequencies reach $N+J=3J+1$. A frequency $m$ with $N<m\le3J+1$ appears at
\begin{equation}
m-2N\le3J+1-(4J+2)=-(J+1).
\end{equation}
It also satisfies $m-2N>-N$, so it lands in the discarded range. Negative frequencies behave in the mirror-image way, and $m=\pm N$ is discarded as well. The fine-grid product can be aliased while its filtered part is correct.

The condition on $V$ is sharp. A component $|q|\ge N$ contributes nothing to the exact matrix, since $D_kD_l$ stops at $N-1$. On the fine grid $q=N$ also contributes nothing, but $q=N+1$ is seen as $-(N-1)$, which the product does contain. If the Fourier coefficients of $V$ are known, the cure is to delete those with $|q|\ge N$ before sampling. This leaves the exact matrix unchanged.

Replacing $R$ by the picking of even points would give
\begin{equation}
(VP)_{2l,k}=V(x_l)\delta_{lk},
\end{equation}
which is the diagonal potential of the orbital grid. All information from the intermediate points would be lost.

\section{Energy gradients}

For a real orbital and a potential within the stated limit, $E[a]=\int V\varphi^2dx=h\,a^TRVPa$. The matrix $RVP=P^TVP/2$ is symmetric, so both factors of $a$ contribute equally:
\begin{equation}
\frac{\partial E}{\partial a_k}=2h\,(RVPa)_k .
\end{equation}

Density functionals usually need a nonlinear function of the density. Take $E=(h/2)\sum_jw(n_j)$ with $n_j=\varphi(y_j)^2$ and differentiable $w$. Since $\partial\varphi(y_j)/\partial a_k=P_{jk}$,
\begin{align}
\frac{\partial E}{\partial a_k}
&=\frac h2\sum_jw'(n_j)\,2\varphi(y_j)P_{jk}\nonumber\\
&=2h\,\bigl(R\,[w'(n)\varphi]\bigr)_k .
\end{align}
The adjoint thus gives the exact gradient of the energy that is actually summed, which is what a minimizer requires. It does not make that sum equal to the integral. That depends on $w$. For $w=n^2$ the frequencies reach only $2(N-1)<2N$, so the fine sum does equal the integral, and the local potential $w'=2n$, with frequencies up to $N-1$, stays within the limit. A function such as $n^{4/3}$ has in general no highest frequency, so its fine sum is only an approximation to the integral.

\section{A seven-point example}

Take $L=7$ bohr and $N=7$, so $J=3$, $h=1$ bohr and the fine spacing is 0.5 bohr. Two unnormalized orbitals have the grid values, in bohr$^{-1/2}$,
\begin{equation}
a=(2,1,0,-1,0,1,1),\qquad b=(1,0,-1,1,2,0,1).
\end{equation}

One interpolated value can be found by hand. About $x=1.5$ bohr the points form three symmetric pairs, $(1,2)$, $(0,3)$ and $(6,4)$, and point 5 lies half a cell away. By \eqref{closed} the latter has $D_5(1.5)=-1/7$. The constant function gives $\sum_kD_k=1$, so if $s$ is the sum of one $D_k$ from each pair, $2s-1/7=1$ and $s=4/7$. The values $a_k$ in each pair add to 1 and $a_5=1$; hence $\varphi(1.5)=4/7-1/7=3/7=0.429$. Zero-padding gives the same value, and the others below:
\begin{center}
\begin{tabular}{rrrr}
$y$ (bohr) & $\varphi$ & $\psi$ & $\varphi\psi$ (bohr$^{-1}$)\\
0.5 & 1.697 & 0.515 & 0.874\\
1.5 & 0.429 & $-0.625$ & $-0.268$\\
2.5 & $-0.538$ & $-0.443$ & 0.238\\
3.5 & $-0.840$ & 2.171 & $-1.823$\\
4.5 & 0.816 & 0.826 & 0.674\\
5.5 & 0.826 & 0.256 & 0.211\\
6.5 & 1.611 & 1.300 & 2.093
\end{tabular}
\end{center}
At $x=1.25$ bohr, on neither grid, the orbitals give $0.6830\times(-0.3052)=-0.2085$ bohr$^{-1}$. Equation \eqref{product} returns $-0.2085$ from the fine samples; interpolation from the orbital grid gives $-0.1176$. Yet the orbital grid gives the correct overlap, $2-1+1=2$.

Now let
\begin{equation}
V(x)=A\cos(Gx)+B\cos(6Gx),\quad A=-1,\ B=0.5\ \text{hartree}.
\end{equation}
At the orbital points $\cos(12\pi k/7)=\cos(2\pi k/7)$, so the potential looks like $-0.5\cos(Gx)$. The coarse sum for $I=\int\varphi V\psi\,dx$ is
\begin{equation}
I_{\rm c}=-0.5\,[2-\cos(6\pi/7)+\cos(12\pi/7)]=-1.762\ \text{hartree}.
\end{equation}
The fine sum and an 80-point Gauss--Legendre quadrature both give $I=-3.817$ hartree.

The difference can be resolved. With $r_q=L\,\mathrm{Re}\hat f_q$, the integral is $I=Ar_1+Br_6$, while \eqref{coarsealias} gives $I_{\rm c}=(A+B)(r_1+r_6)$. The two results imply $r_1=3.720$ and $r_6=-0.195$. The error $I_{\rm c}-I=Br_1+Ar_6=1.860+0.195=2.055$ hartree comes mainly from the fast potential term acting on the slow part of the product.

For the lowest one-particle energy, the kinetic operator multiplies frequency $p$ by $(Gp)^2/2$. It creates no new frequencies and needs no second grid. Since the overlap matrix is $hI$, the factor $h$ cancels and one diagonalizes the kinetic matrix plus $RVP$. The results, in hartree, are:
\begin{center}
\begin{tabular}{lr}
psinc basis, double grid & $-0.5786$\\
plane waves, $|p|\le3$ & $-0.5786$\\
psinc basis, coarse potential & $-0.2145$\\
plane waves, $|p|\le40$ & $-0.5876$
\end{tabular}
\end{center}
The plane-wave matrices use the Fourier coefficients of $V$ directly. The first two rows agree because they describe the same operator in the same space. Relative to them, the coarse potential is wrong by 0.364 hartree. The remaining basis error, relative to the larger plane-wave set, is 0.009 hartree. Doubling the grid removes the first error, not the second.

Finally, a potential $\cos(qGx)$ of amplitude 1 hartree shows the limit on $V$. For $q=7$ the matrix is zero both exactly and on the fine grid. For $q=8$ the exact matrix is still zero, but the samples are those of $\cos(6Gx)$. Frequency 6 arises in $D_kD_l$ only as $3+3$, so the false matrix element is
\begin{equation}
\frac{L}{N^2}\cos[3G(x_k+x_l)] .
\end{equation}
Its largest magnitude, reached whenever $k+l$ is a multiple of 7 (for example $k=l=0$), is $7/49=0.143$ hartree bohr, as the numerical matrix also gives. One step beyond the permitted range is enough for the fine grid to produce a potential term that should not exist.
